# Why Coulomb-limited inversion mobility rises with density: screening versus momentum

Suppose the rise of Coulomb-limited mobility with carrier density is put down to stronger screening. At zero temperature this predicts no rise at all in an ideal two-dimensional layer, because its screening wavenumber does not depend on density. Suppose instead that it is put down to the larger Fermi momentum. Then a dilute layer at room temperature should show almost no rise, because its carriers have thermal momenta that adding more carriers hardly changes. In the model below the mobility rises in both cases. The two causes are real, but they dominate in different regimes, so a formula that contains only one of them cannot serve in both.

## The model

Electrons occupy one parabolic subband of mass \(m\) and spin-valley degeneracy \(g\), in a sheet of zero thickness at the interface \(z=0\) between silicon and a thick oxide. Uncorrelated charges \(+e\), with sheet density \(N\), lie at depth \(d\) in the oxide. Scattering is elastic, stays within a valley, and is treated in the Born approximation; screening is static and linear. Phonons, roughness, higher subbands and gate screening are left out.

**The screened potential.** Take the Fourier component of the electric potential with in-plane wavenumber \(q\). Away from charges Poisson's equation is \(V''=q^2V\). A sheet charge \(\sigma\) at the interface therefore gives \(V=V_0e^{-q|z|}\). The jump of the displacement fixes \(V_0\):
\[
(\varepsilon_{\rm Si}+\varepsilon_{\rm ox})\,qV_0=\sigma,\qquad V_0=\frac{\sigma}{2\varepsilon q},\qquad \varepsilon=\tfrac12(\varepsilon_{\rm Si}+\varepsilon_{\rm ox}).
\]
At depth \(d\) this potential is smaller by \(e^{-qd}\). The operator in Poisson's equation is self-adjoint, so source and field points may be exchanged: a charge \(e\) at depth \(d\) produces \(e\,e^{-qd}/(2\varepsilon q)\) at the interface.

A potential \(V\) lowers the electron energy by \(eV\). If it varies slowly, it acts like a local rise of the Fermi energy \(E_F\) and adds a density \(\delta n=(dn/dE_F)\,eV\), with charge \(-e\,\delta n\). Hence
\[
V=\frac{e\,e^{-qd}}{2\varepsilon q}-\frac{e^2}{2\varepsilon q}\frac{dn}{dE_F}V .
\]
Solving for \(V\), the magnitude of the potential energy \(U=eV\) is
\[
U(q)=\frac{e^2e^{-qd}}{2\varepsilon(q+q_s)},\qquad q_s=\frac{e^2}{2\varepsilon}\frac{dn}{dE_F}.
\]
Screening is thus governed by how readily the density responds to a change in Fermi energy, which is not the same as the density itself.

**How screening depends on density.** The number of states per area in \(dk\) is \(g\,k\,dk/(2\pi)\), and \(dE=\hbar^2k\,dk/m\), so the density of states is constant, \(D=gm/(2\pi\hbar^2)\). With \(\eta=E_F/(k_BT)\) and the Fermi function \(f\),
\[
n=D\int_0^\infty f\,dE=Dk_BT\ln(1+e^\eta).
\]
Put \(x=n/(Dk_BT)\), so that \(1+e^\eta=e^x\). Then
\[
\frac{dn}{dE_F}=D\frac{e^\eta}{1+e^\eta}=D(1-e^{-x}),\qquad
q_s=q_{TF}(1-e^{-x}),\qquad q_{TF}=\frac{e^2D}{2\varepsilon}.
\]
Differentiation gives
\[
\frac{d\ln q_s}{d\ln n}=\frac{xe^{-x}}{1-e^{-x}}=\frac{x}{e^x-1}.
\]
This is 1 for \(x\ll1\), where \(q_s=e^2n/(2\varepsilon k_BT)\), and tends to 0 for \(x\gg1\). In a degenerate layer, added carriers fill higher states, but the number of states at the Fermi level stays the same. The screening wavenumber has reached its ceiling \(q_{TF}\) and no longer grows.

**From potential to mobility.** Elastic scattering turns a wavevector of length \(k\) through an angle \(\vartheta\). A field produces a deviation of the distribution proportional to \(\cos\theta\). Scattering in from \(\theta+\vartheta\) minus scattering out gives, after averaging over \(\pm\vartheta\), the factor \(-(1-\cos\vartheta)\cos\theta\), so the deviation relaxes at a single rate \(1/\tau\). The golden rule, with \(\int d^2k'\,\delta(E-E')/(2\pi)^2=(m/2\pi\hbar^2)\int d\vartheta/2\pi\), gives
\[
\frac1\tau=\frac{2\pi}{\hbar}N\frac{m}{2\pi\hbar^2}\int_0^{2\pi}\frac{d\vartheta}{2\pi}U^2(1-\cos\vartheta)
=\frac{Nm}{\pi\hbar^3}\int_0^\pi d\vartheta\,U^2(1-\cos\vartheta).
\]
Now set \(\vartheta=2\phi\). Then \(q=2k\sin\phi\), \(1-\cos\vartheta=2\sin^2\phi\) and \(d\vartheta=2\,d\phi\), so
\[
\frac1\tau=\frac{4Nm}{\pi\hbar^3}\int_0^{\pi/2}\sin^2\phi\;U^2(2k\sin\phi)\,d\phi .
\]

In a field \(\mathcal E\) along \(x\) the force is \(-e\mathcal E\), and the steady Boltzmann equation gives \(\delta f=e\mathcal E\tau v_x\,\partial f/\partial E\). The current density is \(-e\) times the sum of \(v_x\,\delta f\). The angular average of \(v_x^2\) is \(v^2/2=E/m\), hence \(j=(e^2\mathcal E/m)D\int E\tau(-f')\,dE\). Dividing by \(en\mathcal E\), and using \(n=D\int f\,dE=D\int E(-f')\,dE\) by parts,
\[
\mu=\frac em\,\frac{\int E\,\tau(E)(-f')\,dE}{\int E(-f')\,dE}.
\]
At \(T=0\) this is \(e\tau(k_F)/m\), with \(n=gk_F^2/(4\pi)\).

## Separating the two causes

Density enters the mobility in two places: through \(q_s\) and through the carrier distribution. Write \(\mu=M(q_s,n)\), where the second argument fixes the distribution. The chain rule gives
\[
\frac{d\ln\mu}{d\ln n}=S+P,\qquad
S=\left(\frac{\partial\ln M}{\partial\ln q_s}\right)_{n}\frac{x}{e^x-1},\qquad
P=\left(\frac{\partial\ln M}{\partial\ln n}\right)_{q_s}.
\]
\(S\) is the contribution of changing screening and \(P\) that of changing momentum. A large first factor in \(S\) means that mobility is sensitive to screening; it contributes to the rise if screening also changes.

### Degenerate layer: the rise comes from momentum

At \(T=0\), \(x\to\infty\) and \(S=0\). To find \(P\), use \(\ln U^2=\text{const}-2qd-2\ln(q+q_s)\). At fixed \(\phi\), \(q\) is proportional to \(k\), so
\[
\frac{\partial\ln U^2}{\partial\ln k}=-2qd-\frac{2q}{q+q_s}.
\]
Let \(\langle\cdot\rangle\) denote the average over \(\phi\) with weight \(\sin^2\phi\,U^2\). The logarithmic derivative of \(1/\tau\) is the average of this expression. Since \(\ln k_F=\tfrac12\ln n+\text{const}\),
\[
P=\left\langle\frac{q}{q+q_s}\right\rangle+\langle qd\rangle .
\]
Faster carriers need larger momentum transfers to be turned through the same angle, and the Coulomb potential is weaker at larger \(q\). In the same way
\[
\frac{\partial\ln\tau}{\partial\ln q_s}=2\left\langle\frac{q_s}{q+q_s}\right\rangle .
\]
For \(d=0\), half of this sensitivity plus \(P\) equals 1. The more strongly screening controls the scattering, the smaller the gain from momentum, because a well-screened potential hardly varies with \(q\).

Two limits for \(d=0\) show the range. Without screening, \(U=e^2/(2\varepsilon q)\), the factor \(\sin^2\phi\) cancels, and the integral is \(\pi/2\) times \((e^2/2\varepsilon)^2/(4k_F^2)\):
\[
\frac1\tau=\frac{Nm}{2\hbar^3k_F^2}\left(\frac{e^2}{2\varepsilon}\right)^2,\qquad \mu\propto k_F^2\propto n .
\]
For \(q_{TF}\gg2k_F\), \(U=e^2/(2\varepsilon q_{TF})=1/D\), and \(\int_0^{\pi/2}\sin^2\phi\,d\phi=\pi/4\):
\[
\frac1\tau=\frac{Nm}{\hbar^3D^2}=\frac{4\pi^2N\hbar}{g^2m},\qquad
\mu=\frac{eg^2}{4\pi^2N\hbar}.
\]
Density, mass and permittivity have all dropped out. Strong screening that no longer changes with density thus gives a flat mobility, not a rising one.

### Nondegenerate layer: the rise comes from screening

For \(x\ll1\), \(f=e^{\eta}e^{-E/k_BT}\). The factor \(e^\eta\), which carries the density, cancels between numerator and denominator of \(\mu\). Hence \(P=0\): more carriers are present, with the same spread of momenta. But \(q_s\) is now proportional to \(n\), so \(S\) equals the full sensitivity to screening. If \(q_s\) is far above the thermal transfers, \(U\propto1/q_s\), \(\mu\propto q_s^2\) and \(S=2\). If \(q_s\) is far below them and \(d=0\), the scattering integral has a finite unscreened value and \(S\) tends to 0.

For charges at the interface, \(d=0\), the upper limit is out of reach in silicon at room temperature. It then needs \(x\ll1\) together with \(q_s\simeq q_{TF}x\) far above the thermal wavenumber, while \(q_{TF}\) is only about five times that wavenumber, as the numbers below show.

## A silicon layer in numbers

Take \(m=0.19\,m_0\), \(g=4\) (two spins, two valleys), a mean relative permittivity of 7.8, and \(N=10^{11}\ \mathrm{cm^{-2}}\) at \(d=0\). Then \(q_{TF}=1.84\ \mathrm{nm^{-1}}\).

**At \(T=0\).** For \(n=10^{12}\ \mathrm{cm^{-2}}\), \(2k_F=0.354\ \mathrm{nm^{-1}}\) and \(q_{TF}/2k_F=5.2\), so screening is strong. The exponent is correspondingly small, \(P=0.14\), and the sensitivity to \(q_s\) is 1.72; indeed \(0.14+1.72/2=1.00\). At \(10^{13}\ \mathrm{cm^{-2}}\) the ratio has fallen to 1.6 and \(P\) has grown to 0.33. The mobility goes from 8300 to 13,900 \(\mathrm{cm^2/(V\,s)}\), a factor of 1.7. The strong-screening value is 6160 \(\mathrm{cm^2/(V\,s)}\).

With screening switched off the mobilities would be 114 and 1141 \(\mathrm{cm^2/(V\,s)}\), a factor of 10. Within the Born approximation screening therefore raises the mobility 73-fold at the lower density and 12-fold at the higher one. It accounts for the high level of the mobility, while it flattens the slope. The direction of these effects is more reliable than their size. The unscreened Born rate, and with it \(\mu\propto n\), needs \(k_Fa\gg1\), where \(a=4\pi\varepsilon\hbar^2/(me^2)=g/q_{TF}=2.2\) nm, but here \(k_Fa\) is 0.39 and 1.2. The exact cross section of a bare Coulomb centre in two dimensions multiplies the Born rate by \(\tanh(\pi\gamma)/(\pi\gamma)\) with \(\gamma=1/(k_Fa)\). This gives about 930 and 2980 \(\mathrm{cm^2/(V\,s)}\), a factor of 3.2 and an exponent near 1/2. The value 114 also corresponds to \(k_F\) times the mean free path of only 0.24, where the Boltzmann equation does not apply.

**At 300 K.** Here \(Dk_BT=4.10\times10^{12}\ \mathrm{cm^{-2}}\), so for this one subband ordinary inversion densities straddle the crossover. A real (100) layer at 300 K holds only about a quarter to a half of its electrons in the lowest subband at \(10^{12}\ \mathrm{cm^{-2}}\), and about two thirds at \(10^{13}\ \mathrm{cm^{-2}}\), depending on the depletion charge; much of the rest is in the four other valleys. It is therefore less degenerate than the model, and phonons hold its mobility below the values that follow. The numbers below describe the model, not a transistor. The wavenumber at \(E=k_BT\) is \(0.359\ \mathrm{nm^{-1}}\). For \(n=10^{12}\ \mathrm{cm^{-2}}\),
\[
x=\frac{1}{4.10}=0.244,\qquad q_s=1.84\,(1-e^{-0.244})=0.40\ \mathrm{nm^{-1}} .
\]
The exponents are \(S=0.61\) and \(P=0.04\): the rise is almost all screening. At \(10^{13}\ \mathrm{cm^{-2}}\), \(q_s=1.68\ \mathrm{nm^{-1}}\) is close to its ceiling, and \(S=0.29\), \(P=0.21\). They become equal near \(1.1\times10^{13}\ \mathrm{cm^{-2}}\).

\(S\) does not fall steadily. It is 0.44 at \(5\times10^{11}\), 0.72 at \(2\times10^{12}\) and 0.29 at \(10^{13}\ \mathrm{cm^{-2}}\), because it is a product. Between the first and last of these densities the sensitivity to \(q_s\) grows from \(0.437/0.940=0.46\) to \(0.286/0.233=1.2\), while \(d\ln q_s/d\ln n\) drops from 0.94 to 0.23.

**Changing one cause at a time.** Raise the density tenfold from \(10^{12}\ \mathrm{cm^{-2}}\) at 300 K. Changing \(q_s\) alone multiplies the mobility by 4.30; changing the distribution alone multiplies it by 1.43; changing both multiplies it by 5.23. The product of the separate factors is about 6.2. The difference is the competition found above: once screening has been strengthened, the momentum gain is only \(5.23/4.30=1.22\). For a finite change there is thus no unique percentage due to each cause; the local exponents \(S\) and \(P\) do add.

## Charges set back in the oxide

Distance gives momentum a second lever through \(\langle qd\rangle\). If \(4k_Fd\gg1\), the factor \(e^{-2qd}=e^{-4k_Fd\sin\phi}\) confines scattering to small angles. If also \(q_{TF}d\gg1\), then \(U\simeq e^{-qd}/D\), and at \(T=0\)
\[
\frac1\tau\simeq\frac{4Nm}{\pi\hbar^3D^2}\int_0^\infty\phi^2e^{-4k_Fd\phi}\,d\phi
=\frac{4Nm}{\pi\hbar^3D^2}\,\frac{2}{(4k_Fd)^3}=\frac{Nm}{8\pi\hbar^3D^2(k_Fd)^3}.
\]
So \(\mu\propto k_F^3\propto n^{3/2}\), at constant screening. For \(d=100\) nm and \(10^{12}\ \mathrm{cm^{-2}}\) the full integral gives \(P=1.50\).

Even \(d=2\) nm matters. At \(T=0\), \(P\) becomes 0.69 at \(10^{12}\) and 1.51 at \(10^{13}\ \mathrm{cm^{-2}}\); the value \(3/2\) is a limit for distant charges, not a bound. At 300 K and \(10^{13}\ \mathrm{cm^{-2}}\), \(P=0.74\) now exceeds \(S=0.34\). The density at which momentum takes over therefore depends on where the charges sit.

One result may surprise. With \(d=2\) nm and \(10^{12}\ \mathrm{cm^{-2}}\), the mobility is higher at 300 K than at \(T=0\), 49,000 against 26,000 \(\mathrm{cm^2/(V\,s)}\), although \(q_s\) is smaller. In this model temperature acts through \(q_s\) and the distribution alone, and a smaller \(q_s\) lowers the mobility, so the thermal spread to larger momenta must outweigh the lost screening. Phonons, omitted here, would limit a real layer.

## Is one screening number enough?

So far the electrons were assumed to respond at every \(q\) as they do to a slowly varying potential. First-order perturbation theory gives the static response of independent electrons, which replaces \(dn/dE_F\):
\[
\Pi(q)=g\int\frac{d^2k}{(2\pi)^2}\frac{f_k-f_{k+q}}{E_{k+q}-E_k}
=2g\int\frac{d^2k}{(2\pi)^2}\frac{f_k}{E_{k+q}-E_k}.
\]
The second form, a principal value, follows by relabelling \(\mathbf k\to-\mathbf k-\mathbf q\) in the \(f_{k+q}\) term. The denominator is \((\hbar^2/2m)(q^2+2kq\cos\theta)\). With \(u=\tan(\theta/2)\), the angular integral of \(1/(q^2+2kq\cos\theta)\) is
\[
\int_{-\infty}^{\infty}\frac{2\,du}{(q^2+2kq)+(q^2-2kq)u^2}=\frac{2\pi}{q\sqrt{q^2-4k^2}}\qquad(2k<q).
\]
For \(2k>q\) the integrand is proportional to \(1/(c^2-u^2)\) with real \(c\). Its antiderivative \((1/2c)\ln|(c+u)/(c-u)|\) vanishes at both ends and is symmetric about each pole to leading order, so the principal value is zero. Therefore
\[
\frac{\Pi(q)}{D}=4\int_0^{q/2}\frac{k f\,dk}{q\sqrt{q^2-4k^2}}
=\int_0^{\pi/2}\sin t\;f\!\left(\frac{\hbar^2q^2\sin^2t}{8m}\right)dt,
\]
where \(2k=q\sin t\) was substituted.

At \(T=0\) and \(q\le2k_F\), every energy in the integral is below \(E_F\), so \(f=1\) and \(\Pi=D\). Elastic scattering on the Fermi circle uses no larger \(q\). The constant \(q_{TF}\) then gives the full static screening of this model, and the \(T=0\) mobilities and total exponents stand unchanged. This limit is approached slowly at the lower density: even at a few kelvin, \(f\) is below 1 for the energies that matter near \(q=2k_F\), so backscattering is screened less than \(q_{TF}\) suggests, and this loss shrinks as carriers are added.

At 300 K the response falls with \(q\). At \(10^{12}\ \mathrm{cm^{-2}}\), backscattering at \(E=k_BT\) meets 0.59 of the long-wavelength response. Using \(\Pi(q)\) for \(d=0\) lowers the mobility from 2670 to 1940 \(\mathrm{cm^2/(V\,s)}\) there, and from 14,000 to 9300 at \(10^{13}\ \mathrm{cm^{-2}}\). The total exponents become 0.46 and 0.74 instead of 0.65 and 0.50.

The split changes too. If the whole function \(\Pi(q)\) is frozen while the distribution changes, \(P\) is 0.04 at the lower density and zero to three decimals at the higher. Faster carriers still meet a weaker bare potential, but they also reach transfers that the frozen medium screens less well, and at \(10^{13}\ \mathrm{cm^{-2}}\) the two effects nearly cancel. This does not contradict the earlier \(P=0.21\): there a number was held fixed, here a function. The total exponent is a property of the model; its division also depends on this choice, even in the degenerate layer. There the frozen function keeps its edge at the old \(2k_F\), beyond which the response falls steeply, and a slightly larger Fermi circle reaches past that edge. Counted this way, \(P\) is even negative at low temperature for both densities, and \(S\) makes up the difference. The actual edge moves outward with the circle, however, so at \(T=0\) every transfer that occurs is screened by the same \(q_{TF}\) before and after carriers are added. That is the sense in which the rise there comes from momentum. The nondegenerate conclusion does not depend on the choice, since \(f\propto n\) makes \(\Pi(q)\propto n\) at every \(q\) and leaves the shape of the distribution unchanged.

## How far the conclusion carries

The mobilities themselves deserve caution. At \(T=0\) and \(5\times10^{11}\ \mathrm{cm^{-2}}\), \(k_F\) times the mean free path is 7.9, so collisions are well separated. Yet the strength of one strongly screened charge, \(mU/\hbar^2=m/(\hbar^2D)=2\pi/g=1.6\), is not small, so the Born approximation and linear screening are not secured by a small parameter. Solving the scattering by the same attractive screened potential with partial waves gives about 3900 and 8000 \(\mathrm{cm^2/(V\,s)}\) at \(10^{12}\) and \(10^{13}\ \mathrm{cm^{-2}}\), roughly half the Born values, with exponents near 0.09 and 0.5 instead of 0.14 and 0.33. A real layer also has a thickness. Its electrons lie on average about 1.5 to 3 nm from the interface, comparable to the setback \(d=2\) nm that was seen to matter, so the sheet model understates both the mobility and \(P\) for interface charges. The thickness also shrinks as \(n\) grows, which adds a third term to the chain rule. With a variational subband wavefunction the total exponents at \(T=0\) are about 0.35 and 0.7 at those two densities.

Within the model, the useful question is what an added carrier changes. In a dilute warm layer it adds a screening charge and leaves the typical momentum alone. In a cold dense layer it enlarges the Fermi circle and leaves \(q_s\) alone. The numerical output lists the cases between.

## Numbers as computed

```
Mass 0.19 m0; degeneracy g = 4; mean permittivity 7.80
Charge density N = 1.0e+11 cm^-2
q_TF = 1.841 nm^-1; D = 1.587e+14 eV^-1 cm^-2
D kT at 300 K = 4.104e+12 cm^-2; kT = 25.85 meV
Wavenumber at E = kT, 300 K: 0.359 nm^-1
Strong-screening mobility, T=0, d=0: 6157 cm^2/(V s)
T=0, d=0: n[cm^-2], 2kF[nm^-1], qTF/2kF, mu[cm^2/(V s)], P, dlnTau/dlnqs
 5.0e+11 0.251 7.35 7652 0.102 1.795
 1.0e+12 0.354 5.19 8313 0.138 1.724
 2.0e+12 0.501 3.67 9288 0.184 1.633
 5.0e+12 0.793 2.32 11366 0.260 1.480
 1.0e+13 1.121 1.64 13929 0.329 1.343
T=0, d=0, screening off: n[cm^-2], mu[cm^2/(V s)]
 1.0e+12 114.1
 1.0e+13 1141.1
kF times mean free path at 5e11 cm^-2, T=0: 7.9
300 K, d=0: n[cm^-2], x, qs[nm^-1], dlnqs/dlnn, mu[cm^2/(V s)], S, P, S+P
 5.0e+11 0.122 0.211 0.940 1818 0.437 0.024 0.461
 1.0e+12 0.244 0.398 0.883 2671 0.608 0.042 0.650
 2.0e+12 0.487 0.710 0.776 4426 0.722 0.069 0.791
 5.0e+12 1.218 1.297 0.512 9114 0.599 0.127 0.726
 1.0e+13 2.437 1.680 0.233 13959 0.286 0.209 0.495
S = P at 300 K, d=0: n = 1.13e+13 cm^-2
d = 2 nm: n[cm^-2], mu(T=0)[cm^2/(V s)], P(T=0), mu(300 K), S, P (300 K)
 1.0e+12 26313 0.686 48644 0.850 0.080
 1.0e+13 330373 1.514 567417 0.343 0.737
300 K, d=0, n from 1e12 to 1e13 cm^-2: mu[cm^2/(V s)], ratio to start
 start: 2671 1.000
 screening only: 11475 4.296
 momentum only: 3827 1.433
 both: 13959 5.226
300 K, d=0, q-dependent screening: n[cm^-2], mu[cm^2/(V s)], S, P, S+P
 1.0e+12 1943 0.420 0.037 0.456
 1.0e+13 9312 0.736 -0.000 0.736
Response at backscattering q for E=kT / at q=0, 1e12 cm^-2: 0.591
Nondegenerate limits: weak S=0.004, P=0.0001; strong S=1.974, P=0.0000
Distant charges, d=100 nm, 1e12 cm^-2, T=0: P = 1.501
```
